Separating Interface and Bulk Oxide Charge from Flat-Band Voltage versus Thickness

**Q:** You measure one voltage per capacitor and claim to learn where the charge in its oxide sits. One number cannot do that. What exactly is measured?

**A:** One film cannot do it; a series of thicknesses can, under conditions we must find. Take a planar capacitor: metal gate, oxide of thickness t and permittivity ε, uniformly doped semiconductor. Let x run from the gate, x = 0, to the semiconductor, x = t. The flat-band voltage V_FB is the gate voltage, relative to the semiconductor, at which the bands in the semiconductor are flat up to its surface. There is then no field in the semiconductor, and no net charge.

The oxide holds two kinds of fixed charge. A sheet with N_f elementary charges per area lies at x = t, and a uniform density of n_b elementary charges per volume fills the film. Both numbers carry the sign of their charge, and q is the positive elementary charge.

**Q:** If the semiconductor is neutral and field-free, why is any gate voltage needed?

**A:** There are two reasons. The first is the difference in work function. A voltmeter reads the difference of Fermi levels, whereas the field in the oxide follows the electrostatic potential. With φ_ms = (W_metal − W_semiconductor)/q, the electrostatic potential of the gate relative to the semiconductor is V_G − φ_ms. Without oxide charge, flat bands therefore require V_G = φ_ms.

The second reason is the oxide charge. At flat band the semiconductor has no net charge, so the gate must carry whatever charge balances that of the oxide. The field between these charges in general produces a potential drop across the oxide.

**Q:** Then derive the drop, and keep the signs visible.

**A:** Count the field E as positive when it points from gate to semiconductor. Apply Gauss's law to a box with one face in the oxide at x and the other just inside the semiconductor, where the field is zero. The outward flux of εE per area is 0 − εE(x), and it equals the enclosed charge:

−εE(x) = q N_f + q n_b (t − x)

E(x) = −(q/ε) [N_f + n_b (t − x)]

The potential of the gate relative to the semiconductor is the integral of E from gate to semiconductor:

V_FB − φ_ms = ∫₀ᵗ E dx = −(q/ε) [N_f t + n_b (t² − t²/2)]

V_FB = φ_ms − q N_f t/ε − q n_b t²/(2ε)

The sheet gives a term linear in t and the uniform charge gives a quadratic one. Positive charge lowers V_FB, because the gate must be made more negative to hold the balancing negative charge.

**Q:** The second power I can accept, since a thicker film holds more charge. But why the factor one half?

**A:** A charge counts in proportion to its distance from the gate. For any charge density ρ(x), the same box gives E(x) = −(1/ε) ∫ₓᵗ ρ(x′) dx′. Integrate this over x from 0 to t and exchange the order of integration. A given x′ is counted for every x between 0 and x′, which is a length x′:

V_FB − φ_ms = −(1/ε) ∫₀ᵗ x′ ρ(x′) dx′

The sheet has the full lever arm t. Uniform charge has total q n_b t and mean lever arm t/2, and the product is q n_b t²/2. Charge lying directly on the gate has no lever arm and does not appear at all.

**Q:** You have left out the electrons and holes of the semiconductor. Does their response not alter the voltage?

**A:** It alters the voltage on either side of flat band, but not the flat-band condition itself, where they neutralize the dopants locally. Doping enters through φ_ms. This was tested by solving the nonlinear Poisson equation through the oxide and p-type silicon, with mobile holes and electrons, and searching for the gate voltage that makes the silicon surface potential zero. For the six films below, that voltage agrees with the formula to better than 10⁻¹² V. The agreement confirms the algebra within this model; it does not show that a real film has uniform charge.

**Q:** Give me numbers, then.

**A:** Take aluminium oxide grown by atomic layer deposition on p-type silicon, with round parameters: relative permittivity 9, N_f = −2×10¹² cm⁻², n_b = +5×10¹⁷ cm⁻³, φ_ms = −0.300 V, silicon doping 10¹⁶ cm⁻³ and temperature 300 K. In nanometres, N_f = −0.02 nm⁻² and n_b = 5×10⁻⁴ nm⁻³, and the constant needed is q/ε = 2.0106 V nm. For t = 20 nm:

sheet part = −2.0106 × (−0.02) × 20 = +0.804 V

bulk part = −2.0106 × 5×10⁻⁴ × 20²/2 = −0.201 V

V_FB = −0.300 + 0.804 − 0.201 = 0.303 V

The series from 5 to 30 nm is:

t = 5 nm: −0.1115 V
t = 10 nm: 0.0518 V
t = 15 nm: 0.1901 V
t = 20 nm: 0.3032 V
t = 25 nm: 0.3911 V
t = 30 nm: 0.4540 V

I keep the fourth decimal because differences between these values come next.

**Q:** Now pretend you do not know the charges. Recover them.

**A:** Write V_FB = c₀ + c₁t + c₂t². Comparison with the formula gives

c₀ = φ_ms,  N_f = −(ε/q) c₁,  n_b = −(2ε/q) c₂

There are three unknowns, so three thicknesses are needed. Let them be equally spaced by h, with voltages V₁, V₂, V₃. In the combination V₁ − 2V₂ + V₃ the constant and linear terms cancel. The quadratic term leaves c₂[(t₂ − h)² − 2t₂² + (t₂ + h)²] = 2c₂h². Hence

n_b = −(ε/q) (V₁ − 2V₂ + V₃)/h²

With the films of 10, 20 and 30 nm:

V₁ − 2V₂ + V₃ = 0.0518 − 0.6064 + 0.4540 = −0.1006 V

n_b = 0.1006/(2.0106 × 100) = 5.00×10⁻⁴ nm⁻³ = 5.00×10¹⁷ cm⁻³

so c₂ = −0.1006/200 = −5.03×10⁻⁴ V/nm². The slope between the first two films is c₁ + c₂(t₁ + t₂), because t₂² − t₁² = (t₂ − t₁)(t₂ + t₁). Therefore

c₁ = (0.3032 − 0.0518)/10 + 5.03×10⁻⁴ × 30 = 0.0402 V/nm

N_f = −0.0402/2.0106 = −0.0200 nm⁻² = −2.00×10¹² cm⁻²

In charge units the sheet is −0.32 μC/cm². The constant follows as c₀ = 0.0518 − 0.402 + 0.050 = −0.300 V.

If the intercept c₀ is known independently, two films suffice, because (V_FB − c₀)/t = c₁ + c₂t is a straight line fixed by two points. In this model c₀ = φ_ms. In a real stack an interface dipole or an interlayer also shifts c₀, and the two-film result is sensitive to it. With the 10 and 30 nm films, an unnoticed shift of −23 mV lowers n_b by 15 %, and one of +0.1 V raises it by 66 %.

**Q:** Those data rise smoothly. I would have drawn a straight line through them and read the interface charge from its slope.

**A:** You would have found a different quantity. Let t̄ be the mean thickness and u = t − t̄. For equally spaced films the sums of u and of u³ vanish by symmetry. The least-squares slope is Σ uV_FB / Σ u². Substituting t² = t̄² + 2t̄u + u² into V_FB leaves only the terms proportional to u:

slope = c₁ + 2c₂t̄ = −(q/ε)(N_f + n_b t̄)

The line returns the sheet charge plus all the bulk charge in a film of mean thickness. Here t̄ = 17.5 nm, so

N_line = −2×10¹² + 5×10¹⁷ × 17.5×10⁻⁷ = −1.125×10¹² cm⁻²

This is 44 % smaller in magnitude than N_f. The intercept is wrong too: the fitted line gives −0.183 V instead of −0.300 V.

**Q:** When may the bulk term be ignored, and what happens when it may not?

**A:** The ratio of bulk part to sheet part is n_b t/(2N_f). It vanishes for thin films and has magnitude 0.375 at 30 nm in this example. The relative error of a sheet charge read from a straight-line slope is n_b t̄/N_f, twice this ratio at the mean thickness: 0.44 against 0.22 at 17.5 nm. That is the number that must be small. With charges of opposite sign the slope −(q/ε)(N_f + n_b t) changes sign at

t = −N_f/n_b = 40 nm

where V_FB reaches its maximum, 0.504 V. At twice that thickness, 80 nm, the two parts cancel and V_FB returns to φ_ms. A single film of that thickness would look free of charge. With equal signs there is no turning point, and the curve only steepens.

**Q:** Real bulk charge need not be uniform. Does your curvature then mean anything?

**A:** It does if the profile is fixed relative to the semiconductor, so that a thicker film merely adds material on top. Let z = t − x be the distance from the semiconductor. The lever arm is t − z, and

V_FB = φ_ms − (q/ε) [N_f t + ∫₀ᵗ (t − z) n(z) dz]

In the first derivative, the term from the moving upper limit is (t − t)n(t) = 0, so

dV_FB/dt = −(q/ε) [N_f + ∫₀ᵗ n(z) dz]

d²V_FB/dt² = −q n(t)/ε

The curvature reads the charge density at the depth where the film ends. As a test, the profile n = 5×10¹⁷ cm⁻³ × exp(−z/10 nm) was put into the Poisson solution for films of 14, 15 and 16 nm. Their second difference gives 1.116×10¹⁷ cm⁻³ on the 60-cell mesh and 1.117×10¹⁷ cm⁻³ when the mesh is converged. The profile at 15 nm is 1.116×10¹⁷ cm⁻³; the converged excess of 0.08 % comes from the finite thickness step.

**Q:** Then suppose the "interface" charge is really spread over the first two nanometres. Would you notice?

**A:** Not from the slope or the curvature, provided every film is thicker than that layer. If the charge N_f is uniform over a width w beside the semiconductor, its mean lever arm is t − w/2:

V_FB = φ_ms − (q/ε) N_f t + (q/ε) N_f w/2

This is still a straight line with the full charge as slope. For w = 2 nm the intercept moves by 2.0106 × (−0.02) × 1 = −0.040 V. That reveals the spread only if φ_ms is known better than this and nothing else moves the intercept. With 10 mV reading errors the fitted intercept is itself uncertain by 18 mV. Thicknesses all overestimated by 1 nm shift it by −41 mV, and an interlayer or an interface dipole shifts it as well. "Sheet charge" therefore means charge closer to the semiconductor than the thinnest film can resolve.

**Q:** There is usually a thin silicon dioxide layer under such a film. Which of its faces do you measure?

**A:** Both together. Let the interlayer have thickness t_i and permittivity ε_i, with sheets N_s on its silicon face and N_o on its outer face. Gauss's law gives the field −qN_s/ε_i in the interlayer and −(q/ε)[N_s + N_o + n_b(t − x)] in the film. Integrating across both layers,

V_FB = φ_ms − q(N_o + N_s)t/ε − q n_b t²/(2ε) − q N_s t_i/ε_i

The slope at small t gives the sum of the sheets, and the silicon-side sheet also shifts the intercept. Take t_i = 1 nm, relative permittivity 3.9, N_o = −2.5×10¹² cm⁻² and N_s = +0.5×10¹² cm⁻². The fit to the Poisson solution again returns −2.00×10¹² cm⁻², and the intercept shifts by −23 mV.

**Q:** So far every film in the series has had the same charges. Why should it?

**A:** It need not, and this is the weakest assumption. Suppose the sheet density drifts with thickness, N_f = A + Bt. Its contribution is −(q/ε)(At + Bt²). Since the true bulk term is −(q/ε)n_b t²/2, the fit reports

N_fit = A,  n_fit = n_b + 2B

Let N_f grow in magnitude by 10 % from the 5 nm film to the 30 nm film. Then B = −0.2×10¹² cm⁻²/25 nm = −8×10¹⁶ cm⁻³, and the false bulk density is −1.6×10¹⁷ cm⁻³. This is 32 % of the true n_b. The fitted sheet density, −1.96×10¹² cm⁻², is off by only 2 % from its value in the 5 nm film. No number of thicknesses removes this ambiguity, because the two causes give the same function of t.

**Q:** And ordinary measurement error?

**A:** Let each V_FB have an independent random error of standard deviation σ = 10 mV, with thicknesses known. Write the fit as a + bu + c(u² − m), where m is the mean of u². On equally spaced films these three functions are mutually orthogonal in the sum over films. Each coefficient is then a separate projection, with variance σ² divided by the sum of squares of its function. For our six films u = ±2.5, ±7.5, ±12.5 nm, so

S₂ = Σu² = 437.5 nm²,  m = 72.9 nm²,  S₄ = Σ(u² − m)² = 2.333×10⁴ nm⁴

Expanding in powers of t gives c₂ = c and c₁ = b − 2t̄c. The standard errors are

δn_b = (2ε/q) σ/√S₄ = 6.5×10¹⁶ cm⁻³

δN_f = (ε/q) σ √(1/S₂ + 4t̄²/S₄) = 1.2×10¹¹ cm⁻²

These are 13 % of n_b and 6 % of N_f. Refitting 20 000 sets of voltages with random 10 mV errors gave spreads that agree with these formulas within 3 %. Since S₄ grows as the fourth power of the spacing, doubling the spacing of six films cuts δn_b to a quarter, if the charges stay constant over the wider range.

Thickness errors act through the local slope. At 5 nm an error of 0.2 nm changes V_FB by 7 mV, comparable with the assumed reading error.

**Q:** How close is all this to a film on a real wafer?

**A:** Aluminium oxide deposited this way on silicon commonly carries negative charge near the interface, very roughly 10¹² to 10¹³ cm⁻², so the example lies towards the low end. The bulk density depends strongly on process and anneal, and the value here is a round choice. The assumption most open to doubt is equal charge in all films, since thicker films spend longer in the reactor; the 10 % drift above shows the cost. Equal permittivity is assumed as well: a drift of +10 % or −10 % in ε over the series imitates a bulk density of about +5×10¹⁶ or −8×10¹⁶ cm⁻³.

Interface traps also contribute. For a rough density of 2×10¹¹ cm⁻² eV⁻¹, with traps neutral when filled up to midgap, the Fermi level 0.357 eV below midgap leaves +7×10¹⁰ cm⁻² at flat band. That is under 4 % of |N_f|; it scales with the trap density and would be 18 % at 10¹² cm⁻² eV⁻¹. If trap density, doping and temperature are the same for every film, so is this charge, and it joins the sheet charge.

The largest oxide field at flat band in the 30 nm film is 0.40 MV/cm, against a rough breakdown field of 5 MV/cm. The tunnelling probability through the 5 nm film, for a rough barrier of 2.8 eV and an effective mass of 0.3 electron masses, is about 10⁻²⁰; it is very sensitive to these inputs, and 2.1 eV with a mass of 0.2 gives about 10⁻¹⁴. Neither disturbs the flat-band condition here, though leakage through defects is not covered by that estimate. The full set of values is in the numerical output below.

Computed results

```
relative permittivity of the oxide: 9.0
q/eps of the oxide: 2.0106 V nm
input N_f: -2.000e+12 cm^-2
input N_f as charge: -0.320 uC/cm2
input n_b: 5.000e+17 cm^-3
input phi_ms: -0.300 V
temperature: 300 K
silicon doping: 1.0e+16 cm^-3
t (nm), sheet part (V), bulk part (V), solved V_FB (V):
     5    0.2011   -0.0126   -0.1115
    10    0.4021   -0.0503    0.0518
    15    0.6032   -0.1131    0.1901
    20    0.8042   -0.2011    0.3032
    25    1.0053   -0.3142    0.3911
    30    1.2063   -0.4524    0.4540
largest |formula - solved|: 2.3e-13 V
quadratic fit N_f: -2.000e+12 cm^-2
quadratic fit n_b: 5.000e+17 cm^-3
quadratic fit intercept: -0.3000 V
n_b from 10, 20, 30 nm only: 5.000e+17 cm^-3
mean thickness: 17.5 nm
straight-line fit sheet density: -1.125e+12 cm^-2
straight-line fit intercept: -0.1827 V
turning thickness: 40.0 nm
V_FB at turning thickness: 0.5042 V
graded film, density from curvature: 1.116e+17 cm^-3
graded film, true density at 15 nm: 1.116e+17 cm^-3
2 nm spread of sheet, intercept shift: -40.2 mV
interlayer thickness: 1.0 nm, permittivity 3.9
interlayer outer-face sheet: -2.50e+12 cm^-2
interlayer silicon-face sheet: 5.00e+11 cm^-2
interlayer, fitted sheet density: -2.000e+12 cm^-2
interlayer, intercept shift: -23.2 mV
drift of N_f over the series: 10 %
drift, false bulk density: -1.60e+17 cm^-3
drift, fitted N_f: -1.960e+12 cm^-2
reading error of V_FB: 10 mV
standard error of N_f: 1.16e+11 cm^-2
standard error of n_b: 6.51e+16 cm^-3
standard error of intercept: 17.9 mV
V_FB change for 0.2 nm at 5 nm: 7.0 mV
rough trap density: 2.0e+11 cm^-2 eV^-1
Fermi level below midgap: 0.357 eV
trap charge at flat band: 7.14e+10 cm^-2
largest oxide field, 30 nm film: 0.40 MV/cm
rough breakdown field: 5 MV/cm
rough barrier: 2.8 eV, mass 0.3 m_e
tunnelling probability, 5 nm film: 9.0e-21
```
